# Image energy of an electron in silicon near silica

## Setting

Silicon fills the half-space $z>0$ and silica the half-space $z<0$. An electron is held at rest in the silicon at depth $d$. Both materials are treated as continua with static, local permittivities, $\varepsilon_1=11.7$ for silicon and $\varepsilon_2=3.9$ for silica. The interface is sharp. Until part (e) the silica is infinitely thick, and until part (g) there are no mobile carriers.

The algebra is in atomic units: the electron has charge $q=-1$, a charge $Q$ in vacuum has the potential $Q/R$ at distance $R$, and a plane sheet of charge density $\sigma$ has the field $2\pi\sigma$ pointing away from it on each side. For numbers, 1 nm is 18.897 bohr and 1 hartree is 27211.4 meV. Image energies are measured from that of the same electron deep in the silicon, unless stated otherwise.

## (a) The charge on the interface

**Question.** Find the bound charge density on the interface and its total.

**Answer.** In a uniform dielectric, bound charge gathers only where there is free charge. Here that means at the electron, where the electron and its bound cloud together act as a charge $q/\varepsilon_1$. The remaining bound charge lies on the interface, where the permittivity jumps.

At distance $\rho$ from the axis through the electron, the charge $q/\varepsilon_1$ produces at the interface the normal field

$$E_0=-\frac{q}{\varepsilon_1}\frac{d}{(\rho^2+d^2)^{3/2}} .$$

The minus sign says that the field of a positive charge at $z=d$ points towards negative $z$ there. The interface charge $\sigma(\rho)$ adds $+2\pi\sigma$ just inside the silicon and $-2\pi\sigma$ just inside the silica. Distant parts of the plane add nothing to the normal component, because their fields at the plane lie in the plane.

There is no free charge on the interface, so the normal displacement is continuous:

$$\varepsilon_1(E_0+2\pi\sigma)=\varepsilon_2(E_0-2\pi\sigma).$$

Collecting the terms in $\sigma$ gives $2\pi\sigma(\varepsilon_1+\varepsilon_2)=-(\varepsilon_1-\varepsilon_2)E_0$. With

$$r=\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1+\varepsilon_2}$$

this becomes

$$\sigma=-\frac{rE_0}{2\pi}=\frac{rq}{2\pi\varepsilon_1}\frac{d}{(\rho^2+d^2)^{3/2}} .$$

The total is

$$\int_0^\infty\sigma\,2\pi\rho\,d\rho=\frac{rqd}{\varepsilon_1}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^{3/2}}=\frac{rqd}{\varepsilon_1}\,\frac1d=\frac{rq}{\varepsilon_1}.$$

Here $r=7.8/15.6=0.5$, so the interface carries $0.5/11.7=0.043$ of the electron's charge, with the same sign.

## (b) The force

**Question.** Find the force on the electron and interpret it as that of an image charge.

**Answer.** A ring of the interface at radius $\rho$ lies at distance $(\rho^2+d^2)^{1/2}$ from the electron. By symmetry only the normal part of its field survives, which brings in the factor $d/(\rho^2+d^2)^{1/2}$. Hence

$$F=q\int_0^\infty\frac{\sigma d}{(\rho^2+d^2)^{3/2}}2\pi\rho\,d\rho
=\frac{rq^2d^2}{\varepsilon_1}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^3}
=\frac{rq^2d^2}{\varepsilon_1}\,\frac{1}{4d^4}=\frac{rq^2}{4\varepsilon_1d^2}.$$

This equals the force from a charge $rq$ at $z=-d$, a distance $2d$ away, in a medium of permittivity $\varepsilon_1$. For $\varepsilon_1>\varepsilon_2$ it is positive and pushes the electron into the silicon.

## (c) The energy

**Question.** Show that the electron is repelled with an energy of about 15 meV at $d=1$ nm.

**Answer.** The work done against the force in bringing the electron from deep silicon to depth $d$ is

$$W(d)=\int_d^\infty\frac{rq^2}{4\varepsilon_1z^2}\,dz=\frac{rq^2}{4\varepsilon_1d}=\frac{r}{4\varepsilon_1d}.$$

A second route builds up the charge at fixed $d$. The interface charge produces at the electron the potential

$$\phi=\int_0^\infty\frac{\sigma\,2\pi\rho\,d\rho}{(\rho^2+d^2)^{1/2}}=\frac{rqd}{\varepsilon_1}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^2}=\frac{rq}{2\varepsilon_1d}.$$

When a fraction $\lambda$ of the charge is present, the induced potential is $\lambda\phi$. The work is therefore $\int_0^1\lambda\phi\,q\,d\lambda=\tfrac12q\phi$, which is again $rq^2/(4\varepsilon_1d)$. The product $q\phi$ would be twice too large, because the interface charge is not there in advance but grows with its cause.

At 1 nm,

$$W=\frac{0.5}{4\times11.7\times18.897}=5.65\times10^{-4}\ \text{hartree}=15.4\ \text{meV}.$$

A grid solution of the Poisson equation for the same permittivities and depth also gives 15.4 meV. The force is $W/d=15.4$ meV/nm, equivalent to a field of 0.154 MV/cm.

## (d) Limits

**Question.** Discuss the dependence on depth and on the permittivity of the oxide. Compare the energy with $kT$ at 300 K, which is 25.9 meV.

**Answer.** The energy falls as $1/d$: it is 30.8 meV at 0.5 nm and 3.1 meV at 5 nm. It equals $kT$ at $d=15.4/25.9\approx0.6$ nm. The divergence at $d\to0$ belongs to the sharp-interface continuum model, which has no justification within a few atomic spacings of the interface. The value at 0.5 nm, about two silicon bond lengths, is therefore only formal.

With $\varepsilon_1$ and $d$ fixed, the sign is that of $\varepsilon_1-\varepsilon_2$. For equal permittivities the interface has no electrostatic effect. An oxide with $\varepsilon_2=22$ has $r=-10.3/33.7=-0.306$, and the energy at 1 nm is $-9.4$ meV, an attraction. As $\varepsilon_2\to\infty$, $r\to-1$ and the oxide acts like a metal, with $W=-1/(4\varepsilon_1d)$, or $-30.8$ meV at 1 nm.

## (e) How thick is thick?

**Question.** A grounded metal gate lies at $z=-t$. Find the energy, evaluate it for $t=10$ nm and $d=1$ nm, and state when the oxide counts as thick.

**Answer.** A point charge can be resolved into in-plane waves by $1/R=\int_0^\infty J_0(k\rho)\,e^{-k|z-d|}\,dk$. Each wave number $k$ can be treated separately, with solutions $e^{\pm kz}$ in each layer. The amplitudes are

$$\text{silicon: }\frac{q}{\varepsilon_1}\left[e^{-k|z-d|}+R_k\,e^{-k(z+d)}\right],\qquad
\text{oxide: }A\left[e^{kz}-y\,e^{-kz}\right],\quad y=e^{-2kt}.$$

The oxide form vanishes at the gate, as it must. At $z=0$, continuity of the potential and of the normal displacement requires

$$\frac{q}{\varepsilon_1}e^{-kd}(1+R_k)=A(1-y),\qquad q\,e^{-kd}(1-R_k)=\varepsilon_2A(1+y).$$

Dividing the second by the first eliminates $A$ and gives $\varepsilon_1(1-R_k)(1-y)=\varepsilon_2(1+R_k)(1+y)$. Solving for $R_k$,

$$R_k=\frac{(\varepsilon_1-\varepsilon_2)-(\varepsilon_1+\varepsilon_2)y}{(\varepsilon_1+\varepsilon_2)-(\varepsilon_1-\varepsilon_2)y}=\frac{r-y}{1-ry}=r-(1-r^2)\sum_{n=1}^\infty r^{n-1}y^n .$$

The last form follows from $r-y=r(1-ry)-(1-r^2)y$ and the geometric series. Half of $q$ times the induced potential at the electron is

$$W=\frac{1}{2\varepsilon_1}\int_0^\infty R_k\,e^{-2kd}\,dk=\frac1{4\varepsilon_1}\left[\frac rd-(1-r^2)\sum_{n=1}^\infty\frac{r^{n-1}}{d+nt}\right].$$

For the numbers, $1/(4\varepsilon_1)$ corresponds to 30.8 meV nm. The sum is $1/11+0.5/21+0.25/31+\dots=0.128$ per nm, so

$$W=30.8\,(0.5-0.75\times0.128)=12.4\ \text{meV}.$$

The gate lowers the energy by 19% of its thick-oxide value. For $t\gg d$ one may drop $d$ in the sum and use $\sum r^{n-1}/n=-\ln(1-r)/r$. The reduction relative to $r/(4\varepsilon_1d)$ is then

$$-\frac{1-r^2}{r^2}\ln(1-r)\,\frac dt\approx2.1\,\frac dt .$$

For an electron at 1 nm, a reduction below 5% needs an oxide thicker than about 40 nm. In the opposite limit, $d\gg t$, the sum tends to $1/[(1-r)d]$ and $W\to-1/(4\varepsilon_1d)$. Far from a thin oxide the electron is attracted, as if the metal touched the silicon.

## (f) An electron that is not a point

**Question.** An electron of mass $m=0.92$ electron masses normal to the interface is pressed against it by a uniform field of 1 MV/cm. Treat the interface as a hard wall and the oxide as thick. Find the lowest level and the mean depth without the image energy, and discuss the shift that the image energy causes.

**Answer.** The equation is $-\psi''/(2m)+fz\psi=E\psi$ with $\psi(0)=0$, where $f$ is the force. Setting $z=\ell s$ with $\ell=(2mf)^{-1/3}$ turns it into $\psi''=(s-\epsilon)\psi$, with $E=\epsilon f\ell$. The decaying solution is the Airy function $\mathrm{Ai}(s-\epsilon)$. Its first zero lies at $-2.338$, so the wall condition gives

$$E=2.338\left(\frac{f^2}{2m}\right)^{1/3}.$$

In practical units $f=100$ meV/nm. One half hartree bohr² is $13605.7/18.897^2=38.10$ meV nm², so $1/(2m)$ becomes $38.10/0.92=41.4$ meV nm². Then $E=2.338\,(41.4\times100^2)^{1/3}=174$ meV.

The derivative of the level with respect to $f$ is the mean depth, and $E\propto f^{2/3}$, so

$$\langle z\rangle=\frac{dE}{df}=\frac{2E}{3f}=\frac{2\times174}{3\times100}=1.16\ \text{nm}.$$

To first order, the image energy raises the level by the average of $W(z)$ in this state. Done numerically, the average is 17.2 meV. This exceeds $W(\langle z\rangle)=15.38/1.162=13.2$ meV because $1/z$ is a convex function: the part of the wave function near the wall gains more than the distant part loses. Solving the equation with $W(z)$ included gives a shift of 16.7 meV. It must lie below the first-order value, since the unperturbed state is a trial state for the full problem and its mean energy is an upper bound to the true lowest level.

The point-charge estimate at 1 nm thus has the right size for this state. It is about a tenth of the confinement level. Nearly a quarter of the average comes from depths below 0.5 nm, where the continuum model is doubtful, so the shift is a rough one.

## (g) A filled channel

**Question.** The field of part (f) now ends on an inversion layer. Model the layer as a thin electron sheet at the depth $d=1$ nm of the electron considered, at 300 K, with in-plane mass 0.19 and a degeneracy of 4 (two spins, two valleys). How much of the image energy survives?

**Answer.** With the charge of the depleted dopants neglected, Gauss's law, $\varepsilon_1f=4\pi n$, gives the density $n=6.5\times10^{12}$ cm⁻², which is $1.81\times10^{-4}$ per bohr².

A two-dimensional band has the constant density of states $D=4\times0.19/(2\pi)=0.121$. Filling it thermally gives $n=D\,kT\ln(1+e^{\mu/kT})$, whose derivative is

$$\Pi=\frac{dn}{d\mu}=\frac{D}{1+e^{-\mu/kT}}=D\left(1-e^{-n/(D\,kT)}\right).$$

With $kT=9.50\times10^{-4}$ hartree the exponent is $-1.58$, and $\Pi=0.096$.

For long waves, a potential $\phi$ in the sheet changes its charge density by $-\Pi\phi$. Let $v$ be the potential per unit charge in the plane of the sheet without this response. Then $\phi=v(q-\Pi\phi)$, so $\phi=qv/(1+\Pi v)$, where

$$v=\frac{2\pi}{k\varepsilon_1}\left(1+r\,e^{-2kd}\right),\qquad v_0=\frac{2\pi}{k\varepsilon_1}$$

apply with the oxide and in bulk silicon. The energy relative to the same sheet in bulk silicon is

$$W=\frac12\int_0^\infty\frac{k\,dk}{2\pi}\left[\frac{v}{1+\Pi v}-\frac{v_0}{1+\Pi v_0}\right],$$

and numerical integration gives 1.6 meV.

An estimate explains the size. To first order in $r$, each wave's contribution is reduced by $(1+\Pi v_0)^{-2}=[k/(k+s)]^2$, with $s=2\pi\Pi/\varepsilon_1=0.052$ per bohr, or 0.97 per nm. The weight $e^{-2kd}$ has its mean at $k=1/(2d)=0.5$ per nm, where the factor is 0.12. The integral gives $1.62/15.38\approx0.11$. The long-wave response overstates the screening at larger $k$, so 1.6 meV is too low even for a thin sheet. Linear response is itself strained here: the layer holds one electron per disc of radius $(\pi n)^{-1/2}=2.2$ nm, which is more than the screening length $1/s=1.0$ nm. The sheet model therefore indicates that most of the image energy is screened away, but not how much survives.

## (h) The real interface

**Question.** Which assumptions matter most in a silicon transistor?

**Answer.** The masses and the degeneracy used above are rough values for the lowest subbands at a (100) silicon surface. At doping up to about $10^{18}$ cm⁻³, a surface field of 1 MV/cm belongs to strong inversion. There the carriers themselves weaken the field with depth, so the uniform field of part (f) overstates the confinement. The density of part (g) holds only for light doping, about $10^{16}$ cm⁻³ or less. At $10^{18}$ cm⁻³ the depleted dopants take more than half of the field, and the electron density is about $3\times10^{12}$ cm⁻². The corresponding 3 MV/cm in the oxide is below the rough breakdown field of good silica, 10 MV/cm. A 10 nm gate oxide is thick by the standards of modern logic, and the gate matters more as the oxide thins: for $t=d=1$ nm the series of part (e) sums to 0.773 per nm and gives $30.8\,(0.5-0.75\times0.773)=-2.4$ meV, so the gate alone removes the repulsion. With a thick oxide, screening by the channel's own carriers is the largest of the changes to the image energy estimated here: it takes the 15.4 meV at 1 nm down to a few meV. The sheet model is crude, with one subband, no thickness and long-wave response, so this shows the scale of the effect and no more. In a lightly doped channel at 300 K a large share of the electrons, roughly 40%, occupies higher subbands and the other four valleys, and the carriers lie deeper than 1 nm on average. The value of 15 meV applies to a lone electron, not to one in a filled channel.

The other changes to the image energy are smaller, though the lowering of the level by leakage into the oxide is comparable with the effect of screening. Each is taken alone with a thick oxide, the first two for a point charge at 1 nm and the third for the state of part (f):

- The ions of the oxide may be too slow to follow the electron. In the limit where they do not follow at all, the rough electronic permittivity 2.1 replaces 3.9, so that $r=9.6/13.8=0.70$ and the energy is 21.4 meV. If they follow in part, the energy lies between this value and 15.4 meV.
- If the permittivity changes linearly over 0.5 nm on the oxide side, the energy is 12.2 meV. A sharp interface at the middle of that layer would give $15.4/1.25=12.3$ meV.
- For a barrier of 3.1 eV and a mass of 0.5 in the oxide, both rough, the wave function decays there over $\sqrt{38.10/(0.5\times3100)}=0.16$ nm. This is short compared with the mean depth of 1.16 nm, which supports the hard wall as a first approximation to the level. If $\psi$ and $\psi'/m$ are continuous at the interface, $\psi/\psi'$ on the silicon side is the decay length times the ratio of the oxide mass to the silicon mass. The leakage then acts roughly like a shift of the wall by $0.16\times0.5/0.92\approx0.09$ nm, which lowers the level by about 9 meV. The size depends on this matching rule: with $\psi'$ itself continuous the shift is the full 0.16 nm and the lowering about 16 meV. That is small beside 174 meV but not beside the image shift.

The weakening of silicon's screening at short wavelengths has not been estimated. The numerical output follows below.

## Computed values

```
permittivity of silicon: 11.7
permittivity of silica: 3.9
depth of electron: 1.0 nm
depth of electron: 18.897 bohr
one hartree: 27211.4 meV
ratio r (image charge / charge): 0.5000
total bound interface charge / charge: 0.0427
image energy, formula: 15.38 meV
image energy, formula: 0.5654 millihartree
image energy, Poisson grid: 15.38 meV
image energy, work against force: 15.38 meV
repulsive force / elementary charge: 0.154 MV/cm
image energy at 0.5 nm: 30.77 meV
image energy at 2.0 nm: 7.69 meV
image energy at 5.0 nm: 3.08 meV
temperature: 300 K
thermal energy kT: 25.85 meV
test oxide of high permittivity: 22.0
  image energy, formula: -9.40 meV
  image energy, Poisson grid: -9.40 meV
fast permittivity of silica (rough): 2.1
  image energy, fast oxide: 21.40 meV
graded layer width (rough): 0.5 nm
  image energy, graded layer: 12.22 meV
oxide thickness in front of metal gate: 10 nm
  image energy with gate, series: 12.43 meV
  image energy with gate, Poisson grid: 12.43 meV
surface field in silicon: 1.0 MV/cm
  field in oxide: 3.0 MV/cm
  mass normal to interface (rough): 0.92 electron masses
  lowest level without image term: 174.3 meV
  lowest level with image term: 191.0 meV
  shift by image term: 16.72 meV
  first-order shift: 17.23 meV
  mean depth without image term: 1.16 nm
oxide barrier (rough): 3.1 eV
  mass in oxide (rough): 0.5 electron masses
  decay length of wave function in oxide: 0.157 nm
in-plane mass (rough): 0.19 electron masses
  spin and valley degeneracy: 4
  inversion density: 6.47e+12 cm^-2
  image energy screened by sheet, Poisson grid: 1.62 meV
  image energy screened by sheet, integral: 1.62 meV
```
